Jammed Coverage of a Two-Leg Ladder under Nearest-Neighbour Exclusion

**1. The situation and the model**

In a self-limiting precursor exposure, molecules bind to surface sites, and large enough ligands also cover neighbouring sites. If they do, and bound molecules neither move nor leave, gaps too small for another molecule remain open. The saturation coverage then depends on the random order of arrival and lies below that of the densest packing. On a surface built of paired atomic rows, such as the dimer rows of Si(100)-2×1, the sites of one row pair form a ladder.

Label a site (i,ℓ), with rung i any integer and leg ℓ = 1 or 2. Its neighbours are (i−1,ℓ), (i+1,ℓ) and the other site of rung i. The ladder starts empty. Arrivals at each site form an independent Poisson process of unit rate, so time t is measured in mean arrivals per site. An arrival sticks if its site and all three neighbours are empty; otherwise it leaves without effect. Coverage θ is the fraction of sites occupied. The result is

θ_J = 1/2 − 1/(4e) ≈ 0.4080.

The process is well defined on the infinite ladder. A site rejected at its first arrival is blocked forever, so first arrivals alone matter. The fate of a site depends on distant sites through paths along which first-arrival times decrease. There are at most 3·2^(k−1) non-repeating paths of k steps, each so ordered with probability 1/(k+1)!. The expected number of such paths tends to zero as k grows, so each fate is settled by finitely many sites.

**2. Equations for empty sets**

Let P(S) be the probability that all sites of a finite set S are empty at time t, and N(s) the neighbours of s. S stops being empty when an arrival at some s in S sticks, which requires S and N(s) to be empty. Hence

dP(S)/dt = −Σ_{s in S} P(S ∪ N(s)).

For n ≥ 2 let E_n be the probability that n consecutive full rungs are empty. Let F_n include one more empty site, next to one end, and G_n one more next to each end. The two extra sites of G_n may lie on the same or on opposite legs; both cases obey the same equations.

For E_n, the 2(n−2) sites of inner rungs have all neighbours inside the set. Each of the four end-rung sites lacks one neighbour along its leg, and adding it gives F_n:

E_n' = −2(n−2)E_n − 4F_n.

For F_n, put the extra site x at (n+1,1). The inner rungs give −2(n−2)F_n, and the two sites of rung 1 give −2G_n. Site (n,1) has all its neighbours inside and gives −F_n. Site (n,2) needs (n+1,2), which completes a rung and gives −E_{n+1}. Site x needs (n+1,2) and (n+2,1) and gives −F_{n+1}. Thus

F_n' = −2(n−2)F_n − 2G_n − F_n − E_{n+1} − F_{n+1}.

For G_n both ends behave as the end with x:

G_n' = −2(n−2)G_n − 2(G_n + F_{n+1} + G_{n+1}).

**3. Factorization of the two ends**

Let u = e^(−t), so u' = −u, and try

E_n = u^(2n−4) a², F_n = u^(2n−4) ab, G_n = u^(2n−4) b²,

with a = b = 1 at t = 0. Differentiating the prefactor reproduces the inner-rung term −2(n−2). Raising n by one multiplies by u². After division by u^(2n−4) the three equations become

2aa' = −4ab,
a'b + ab' = −2b² − ab − u²a² − u²ab,
2bb' = −2(b² + u²ab + u²b²).

The first gives a' = −2b. In the second, a'b = −2b² cancels the same term on the right, and division by a leaves

b' = −b − u²(a + b).

The third, divided by 2b, gives the same equation. The infinite hierarchy is therefore satisfied by two functions.

This solution is the required one. Each differentiation replaces a probability for m sites by m probabilities for at most m+2 sites. For any solution bounded by 1, the k-th derivative is thus at most m(m+2)…(m+2k−2) in magnitude. Divided by k!, successive bounds have a ratio tending to 2, so the Taylor series represents the solution for a time step below 1/2 from any starting time. Equal initial values give equal Taylor coefficients, and repeated steps extend the equality to all t. The functions found next lie between 0 and 1, as this argument requires.

**4. Solving for the end functions**

Since d/dt = −u d/du, the two equations become

da/du = 2b/u, db/du = b/u + u(a + b).

Put b = uc. The first is da/du = 2c. The second reads c + u dc/du = c + ua + u²c, so

dc/du = a + uc.

Differentiating once more, with primes now meaning d/du,

c'' = 2c + c + uc' = uc' + 3c.

At u = 1, c = 1 and c' = a + c = 2. To find a solution, let y = exp(u²/2). Then y' = uy, and repeated differentiation gives

y'' = uy' + y, y''' = uy'' + 2y', y'''' = uy''' + 3y''.

So y'' = (1+u²) exp(u²/2) satisfies the equation for c. Its derivative is (3u+u³) exp(u²/2). At u = 1 the two equal 2√e and 4√e, whose ratio is the required 2. Dividing by 2√e,

c = (1/2)(1+u²) g, g = exp[(u²−1)/2].

Then a = c' − uc = (1/2)(3u+u³)g − (1/2)(u+u³)g = ug. Therefore

a = u g, b = (1/2)u(1+u²) g.

Both rise from 0 at u = 0 to 1 at u = 1. The two sets needed below have

E_3 = u²a² = u⁴ exp(u²−1),
G_2 = b² = (1/4)u²(1+u²)² exp(u²−1).

**5. The adsorption rate needs its own equation**

A site can accept a particle when it and its three neighbours are empty. Call the probability of this T-shaped set H. Then dθ/dt = H.

Take the central site as (0,1). It has all neighbours inside the set and contributes −H. Its partner (0,2) needs (−1,2) and (1,2), giving three full rungs and −E_3. Site (1,1) needs (1,2) and (2,1). The result is two full rungs with one extra site at each end, so it contributes −G_2, and (−1,1) does the same by symmetry:

dH/dt = −H − E_3 − 2G_2.

It would be wrong to extend the factorized form to n = 1 and write H = b²/u². Its time derivative is −2ab − 2b², whereas the equation would demand −b²/u² − u²a² − 2b². These differ by (b/u − ua)², which vanishes only at u = 1, the starting time. With a single rung in the core, the two ends are no longer separated.

Set H = uh. From −u dH/du = −H − E_3 − 2G_2,

dh/du = (1/u)dH/du − H/u² = (E_3 + 2G_2)/u²
= [u² + (1/2)(1+u²)²] exp(u²−1)
= (1/2 + 2u² + u⁴/2) exp(u²−1),

with h = 1 at u = 1. As dt = −du/u, the coverage is

θ(t) = ∫_u^1 h(v) dv.

**6. The jamming limit**

As t → ∞, u → 0. Integration by parts gives

θ_J = [vh]_0^1 − ∫_0^1 v (dh/dv) dv
= 1 − ∫_0^1 v(1/2 + 2v² + v⁴/2) exp(v²−1) dv.

With s = v² and v dv = ds/2,

θ_J = 1 − (1/2)∫_0^1 (1/2 + 2s + s²/2) exp(s−1) ds.

The integrals of exp(s−1), s exp(s−1) and s² exp(s−1) over this range are 1 − 1/e, 1/e and 1 − 2/e. The weighted sum is

1/2 − 1/(2e) + 2/e + 1/2 − 1/e = 1 + 1/(2e),

and therefore

θ_J = 1 − 1/2 − 1/(4e) = 1/2 − 1/(4e).

The number has a direct reading. A rung holds at most one particle, so a fraction 2θ_J of rungs is occupied and 1/(2e) ≈ 0.184 is empty. In an empty jammed rung, neither site is blocked by its rung partner. Each must be blocked along its own leg. One adjacent rung cannot block both, so the two adjacent rungs hold particles on opposite legs. These mismatches account for the whole loss relative to coverage 1/2.

**7. The full curve and its limits**

Define I(u) = ∫_u^1 exp(v²−1) dv, so dI/du = −exp(u²−1). Then

h = (u³/4 + 5u/8) exp(u²−1) + (1 + I)/8.

To verify this, differentiate. The first term gives (3u²/4 + 5/8 + u⁴/2 + 5u²/4) exp(u²−1), and the second −(1/8) exp(u²−1). Their sum is the required derivative, and h(1) = 7/8 + 1/8 = 1.

Integrate from u to 1. With s = v², the first term of h gives

[(s/8 + 3/16) exp(s−1)] from u² to 1
= 5/16 − (u²/8 + 3/16) exp(u²−1).

By parts, ∫_u^1 I dv = −uI(u) + (1/2)[1 − exp(u²−1)]. Adding this and 1 − u, both divided by 8, gives

θ(t) = 1/2 − [u(1 + I(u)) + (2 + u²) exp(u²−1)]/8.

For evaluation use Dawson's integral D(x) = exp(−x²)∫_0^x exp(y²) dy:

I(u) = D(1) − exp(u²−1) D(u).

At short times H = 1 and dH/dt = −4, so θ = t − 2t² + …. At late times I = D(1) − u/e + …, while (2+u²) exp(u²−1) = 2/e + 3u²/e + …. Hence

θ_J − θ = [(1+D(1))/8] e^(−t) + e^(−2t)/(4e) + ….

The leading amplitude is 0.19226. The exponential arises because the last open sites are isolated and each waits for its own arrival.

**8. Chain, square lattice and a larger footprint**

For a chain, let q_n be the probability that n consecutive sites are empty. For n ≥ 2, counting inner and end sites gives q_n' = −(n−2)q_n − 2q_{n+1}. The form q_n = u^(n−2) f requires f' = −2uf, or df/du = 2f, so f = exp[−2(1−u)]. The uniqueness argument applies again. Since dθ/dt = q_3 = uf,

θ_chain(t) = ∫_u^1 exp[−2(1−v)] dv = (1/2){1 − exp[−2(1−u)]},

which tends to (1−e^(−2))/2 ≈ 0.4323. For the square lattice, five simulations of 90,000 sites gave 0.3640 ± 0.0003 (standard error). The ladder lies between the two, with the square-lattice side of this ordering established numerically, not proved.

If a particle on the ladder also blocks the diagonal sites (i±1, other leg), it closes both adjacent rungs completely. Each rung then acts as one chain site, filled on either leg, and the jammed coverage per ladder site is half the chain value, 0.2162.

**9. Implementation and numerical tests**

To simulate the process, draw one exponential first-arrival time per site, sort the times, and occupy each site in turn if its neighbours are empty. With 200,000 sites this gave θ = 0.3234 at t = 1 and 0.3801 at t = 2, against 0.3234 and 0.3803 from the formula.

A check without sampling uses finite clusters. The first arrival is uniform over the cluster C. It removes its site and neighbours, and the remaining connected parts fill independently. The mean jammed number is

M(C) = (1/|C|) Σ_{s in C} [1 + Σ_parts M(part)].

Three rungs can be done by hand. A first particle on the middle rung (probability 1/3) leaves two isolated sites, for a total of 3. One on an end rung leaves a three-site path. This path holds 1 particle if its middle fills first and 2 otherwise, a mean of 5/3, for a total of 8/3. Thus M = (1/3)·3 + (2/3)·(8/3) = 25/9, which agrees with the average over all 720 arrival orders. For long ladders, half the increase in M per added rung approaches θ_J. From 23 to 24 rungs it is 0.4080301397, equal to the formula in all printed digits.

The empty-set formulas were also tested through their time derivatives at t = 0, computed from the master equation of a ten-rung ring. All 56 values, up to sixth order, agreed. The numerical output follows this text.

**10. Example: dimer rows of Si(100)-2×1**

As inputs for the example, set the lattice constant to 0.543 nm and the dimer bond to 0.24 nm, close to the silicon values. Neighbours along a row are 0.384 nm apart, diagonal sites 0.453 nm, and facing sites of adjacent rows 0.528 nm. These are distances between Si atoms. A hard disc of diameter 0.42 nm centred on the Si atom blocks the first two distances (0.24 and 0.384 nm) and permits the others. The diameter is chosen to fall in this window and is not the exclusion distance of a particular ligand; a bare methyl group does not block a neighbour 0.384 nm away, since methyl groups can occupy every atop site of Si(111) at that spacing. Each row is then an independent ladder, if every surface atom carries one equivalent grafting site.

The area per site is 0.543²/2 = 0.1474 nm², or 6.783×10¹⁴ sites/cm². Saturation is therefore

0.4080 × 6.783×10¹⁴ = 2.77×10¹⁴ cm⁻² (2.77 nm⁻²),

compared with 3.39×10¹⁴ cm⁻² for perfect alternate packing.

For the time scale, choose a precursor of mass m = 100 u at p = 0.10 Torr and T = 473 K, with sticking probability 10⁻⁴ on an open site. The flux p/√(2πmk_BT) is 1.6×10¹⁹ cm⁻² s⁻¹. Multiplied by the sticking probability and the site area, it gives 2.4 s⁻¹ per open site. The curve reaches 99% of saturation at t = 3.86, or 3.86/2.4 = 1.6 s. A 5 s pulse is saturated for practical purposes. At fixed temperature and mass, this time varies inversely with pressure and sticking probability; θ_J does not change.

The neglected effects, each taken alone, have these sizes:

- A repulsion of 0.05 eV per occupied diagonal neighbour, taken as an added adsorption barrier, multiplies the rate by 0.293. The simulated jam is 0.3986 ± 0.0007, about 2% below θ_J. This final value is reached more slowly: an open site with two occupied diagonal neighbours fills at 0.293² ≈ 0.086 of the normal rate and has a chance of about 36% of staying open for a further 5 s. With this repulsion a 5 s pulse would therefore not saturate the surface.
- With 2% of sites dead at random, coverage per original site is 0.4047 ± 0.0006, about 1% lower. The loss is smaller than 2% because a dead site also leaves its neighbours freer to adsorb.
- A finite row holds 0.335 more particles than 2θ_J per dimer predicts, because its ends have fewer neighbours. For 130 dimers (50 nm) the coverage is 0.4080 + 0.335/260 = 0.4093.
- With an attempt frequency of 10¹³ s⁻¹, a hopping barrier of 1.8 eV gives 3×10⁻⁶ hops per particle in the pulse, and a desorption barrier of 2.0 eV gives 2×10⁻⁸ desorptions. Keeping hops below 0.01 per pulse requires a barrier above about 1.47 eV.

The pressure, temperature and sticking probability are choices made for the example; the sticking probability can differ by orders of magnitude between chemistries. The weakest assumptions are the footprint and the equivalent sites. A bound precursor may have a larger footprint than the chosen disc. A disc only 8% wider than the one chosen would reach the diagonal sites, and the density would fall to 1.47×10¹⁴ cm⁻², a drop of 47%. Above 0.528 nm adjacent rows also interact and the ladder model no longer applies. Both thresholds hold for discs centred on the Si atoms. A real ligand sits on a bond tilted outward from the dimer. For a bond of 0.189 nm at the tetrahedral angle, each centre shifts by 0.063 nm, the distance across the trough falls to 0.402 nm and the diagonal grows to 0.531 nm. The 0.42 nm disc then blocks four neighbours as on the square lattice, and the coverage is near 0.364 rather than 0.408. Water dissociates on clean Si(100) into H and OH, so the atoms of a dimer need not offer equal sites; the 2% dead-site estimate does not cover that case. The value 0.408 is thus a prediction for this footprint and site arrangement, not a general saturation coverage for silicon.

Calculated quantities

```
Ladder jammed coverage, formula: 0.4080301397
Ladder coverage, exact finite-ladder increment: 0.4080301397
Chain jammed coverage, formula: 0.4323323584
Chain coverage, exact finite-chain increment: 0.4323323584
Square lattice, simulation: 0.36403 +- 0.00028
Mean jammed number on 3 rungs, all 720 orders: 2.777778
Exact time derivatives checked: 56, to order 6
theta at t=0.5: formula 0.24533, simulation 0.24530
theta at t=1.0: formula 0.32336, simulation 0.32343
theta at t=2.0: formula 0.38030, simulation 0.38012
theta at t=4.0: formula 0.40448, simulation 0.40471
Empty rungs: 1/(2e) = 0.18394, simulation 0.18350
Late-time amplitude: formula 0.192260, from curve at t=8 0.192291
Si lattice constant 0.543 nm, dimer bond 0.24 nm (rough)
Distance along row 0.384 nm, diagonal 0.453 nm
Distance across trough 0.528 nm, exclusion diameter 0.42 nm
Area per site 0.1474 nm2, site density 6.783e+14 cm-2
Precursor mass 100 u, pressure 0.10 Torr
Temperature 473 K, sticking probability 1.0e-04
Impinging flux 1.615e+19 cm-2 s-1
Adsorption rate per open site 2.381 s-1
Saturation density 2.768e+14 cm-2
Saturation density 2.768 nm-2
Perfect alternate packing 3.392e+14 cm-2
Time to 99% of saturation: 3.863 arrivals per site = 1.622 s
Pulse 5.0 s reaches 99.9997 % of saturation
Simulated jam, no extra effect: 0.40760 +- 0.00053
Diagonal repulsion 0.05 eV, rate factor 0.293
Jam with diagonal repulsion: 0.39855 +- 0.00067
Jam with 2 % dead sites: 0.40473 +- 0.00059
Jam with diagonals blocked: formula 0.21617, simulation 0.21619
Density with diagonals blocked 1.466e+14 cm-2
End excess per finite row: 0.33502 particles
Row of 50 nm, 130 dimers: coverage 0.40932
Hops per particle in pulse, barrier 1.8 eV: 3.31e-06
Desorptions per particle, barrier 2.0 eV: 2.45e-08
Barrier for 0.01 hops per pulse: 1.473 eV
```
